# Three ways to dope a diatomic chain are not equivalent: verification in Python

```python
"""Doping a diatomic chain: three inequivalent ways to add electrons.

Result under test: uniform-background doping (J) and rigid-band filling (R)
have the same first-order energy and pressure if levels are referred to the
zero-average Coulomb potential, but different potentials and level shifts.
Fractional ionic charge (F) adds a site term kappa to the energy slope:
  dF_J/dN = dF_R/dN = mu,      dF_F/dN = mu + kappa_site,
  dP/dN = -d(energy slope)/da, P = -dF/da at fixed N and temperature.

Symbols: a cell length, N electrons per cell, mu chemical potential,
w(x) = 1/sqrt(x^2+b^2) interaction, Z ionic charges at x = 0 and a/2,
u(x) = height*exp(-x^2/(2 width^2)) short-range repulsion per unit Z.
Fourier coefficients are cell averages of f(x) exp(-iGx); all are real and
even here, so only G >= 0 is stored. Hartree atomic units throughout.
Hartree electrons only: exchange and correlation are left out.
"""
from types import SimpleNamespace
import numpy as np
from scipy import constants
from scipy.optimize import brentq
from scipy.special import entr, expit, k0, k1

CELL, SOFT, HEIGHT, WIDTH = 5.0, 0.7, 0.4, 0.4
TEMP = 0.02
Z_HOST = np.array([1.0, 2.0])
N_HOST = Z_HOST.sum()
DOPE = 0.1


def bands(a, v, kfrac):
    """Eigenpairs for potential coefficients v; k in units of 2 pi/a."""
    cutoff = (len(v) - 1) // 2
    p = np.arange(-cutoff, cutoff + 1)
    matrix = v[np.abs(p[:, None] - p[None, :])]
    kinetic = 0.5 * ((np.asarray(kfrac)[:, None] + p) * 2 * np.pi / a) ** 2
    h = matrix[None] + kinetic[:, :, None] * np.eye(len(p))[None]
    eps, c = np.linalg.eigh(h)
    return eps, c, kinetic


def fill(eps, number):
    """Chemical potential and occupations (two spins per orbital)."""
    def excess(mu):
        return 2 * expit((mu - eps) / TEMP).sum() / len(eps) - number
    mu = brentq(excess, eps.min() - 1, eps.max(), xtol=1e-14, rtol=1e-14)
    return mu, expit((mu - eps) / TEMP)


def band_free_energy(eps, number):
    """Sum of occupied levels minus temperature times entropy."""
    _, f = fill(eps, number)
    return 2 * (f * eps - TEMP * (entr(f) + entr(1 - f))).sum() / len(eps)


def solve(a, charges, number, keep_average=True, cutoff=14, half_k=24):
    """Self-consistent chain; any net charge is cancelled uniformly."""
    m = np.arange(2 * cutoff + 1)
    g = 2 * np.pi * m / a
    pair = np.where(m == 0, 1.0, 2.0)
    w = np.zeros(len(m))
    w[1:] = 2 * k0(SOFT * g[1:])
    core = HEIGHT * WIDTH * np.sqrt(2 * np.pi) * np.exp(-(g * WIDTH)**2 / 2)
    if not keep_average:
        core[0] = 0.0
    structure = charges[0] + charges[1] * (-1.0) ** m
    kfrac = (np.arange(half_k) + 0.5) / (2 * half_k)
    n = np.zeros(len(m))
    n[0] = number / a
    for _ in range(300):
        coulomb = w * (n - structure / a)
        v = coulomb + structure * core / a
        eps, c, kinetic = bands(a, v, kfrac)
        mu, f = fill(eps, number)
        weighted = c * (2 * f / half_k)[:, None, :]
        dm = (weighted @ c.transpose(0, 2, 1)).sum(axis=0)
        n_new = np.array([np.trace(dm, offset=j) for j in m]) / a
        change = np.abs(n_new - n).max()
        if change < 1e-11:
            break
        n = n + 0.55 * (n_new - n)
    assert change < 1e-11, "self-consistency not reached"
    electrostatic = (0.5 * a * (pair * w * (n - structure / a)**2).sum()
                     - 0.5 * (charges**2).sum() / SOFT)
    free = (band_free_energy(eps, number) - a * (pair * coulomb * n).sum()
            + electrostatic)
    # Pressure: explicit strain derivative at fixed orbital coefficients.
    t = (weighted * c * kinetic[:, :, None]).sum()
    w_strain = np.zeros(len(m))
    w_strain[1:] = w[1:] - 2 * SOFT * g[1:] * k1(SOFT * g[1:])
    pressure = (2 * t / a
                + (pair * a * n * structure * core
                   * (1 - (g * WIDTH)**2)).sum() / a**2
                + 0.5 * (pair * w_strain
                         * (a * n - structure)**2).sum() / a**2)
    return SimpleNamespace(a=a, m=m, g=g, pair=pair, w=w, core=core, n=n,
                           charges=charges, coulomb=coulomb, v=v, eps=eps,
                           c=c, f=f, mu=mu, free=free, pressure=pressure)


def at_site(state, coefficients, site):
    sign = np.ones(len(state.m)) if site == 0 else (-1.0) ** state.m
    return (state.pair * coefficients * sign).sum()


def kappa(state, site):
    """Energy per unit of added ionic charge, own-charge term removed."""
    return (-at_site(state, state.coulomb, site)
            - state.charges[site] / SOFT
            + at_site(state, state.n * state.core, site))


def levels(state):
    """Lowest level at k=0 and gap between bands 1 and 2 at k=pi/a."""
    e, _, _ = bands(state.a, state.v, [0.0, 0.5])
    return e[0, 0], e[1, 1] - e[1, 0]


def doped(scheme, delta, a=CELL, **options):
    charges = Z_HOST.copy()
    if scheme in ("A", "B"):
        charges["AB".index(scheme)] += delta
    return solve(a, charges, N_HOST + delta, **options)


host = doped("J", 0.0)
DA = 0.02
stencil = [(q, doped("J", 0.0, CELL + s * DA))
           for s, q in ((-2, 1), (-1, -8), (1, 8), (2, -1))]


def d_da(quantity):
    """Fourth-order difference over undoped chains of nearby length."""
    return sum(q * quantity(s) for q, s in stencil) / (12 * DA)


def rigid(delta):
    """Free energy and pressure with host bands frozen at each length."""
    def added(s):
        return (band_free_energy(s.eps, N_HOST + delta)
                - band_free_energy(s.eps, N_HOST))
    return host.free + added(host), host.pressure - d_da(added)


# Pressure formula against differences of the free energy.
assert abs(host.pressure + d_da(lambda s: s.free)) < 1e-6

# Coulomb zero: direct real-space sum over a long finite neutral chain,
# with half a B ion at each end and the uniform background included.
final = {name: doped(name, DOPE) for name in "JAB"}
jel = final["J"]
cells, per_cell = 1000, 64
x = np.arange(-(2 * cells + 1) * per_cell // 2,
              (2 * cells + 1) * per_cell // 2 + 1) * CELL / per_cell
one_cell = np.arange(per_cell) * CELL / per_cell
n_cell = np.cos(np.outer(one_cell, jel.g)) @ (jel.pair * jel.n)
start = np.rint(x / (CELL / per_cell)).astype(int) % per_cell
charge = (n_cell[start] - DOPE / CELL) * CELL / per_cell
charge[[0, -1]] *= 0.5
xa = np.arange(-cells, cells + 1) * CELL
xb = (np.arange(-cells - 1, cells + 1) + 0.5) * CELL
zb = np.full(len(xb), Z_HOST[1])
zb[[0, -1]] *= 0.5
for site, position in enumerate((0.0, CELL / 2)):
    direct = ((charge / np.hypot(x - position, SOFT)).sum()
              - (Z_HOST[0] / np.hypot(xa - position, SOFT)).sum()
              - (zb / np.hypot(xb - position, SOFT)).sum())
    assert abs(direct - at_site(jel, jel.coulomb, site)) < 1e-6

# Sum-over-states response of independent electrons at fixed number.
size = host.c.shape[1]
p = np.arange(size)
shifts = np.array([np.abs(p[:, None] - p[None, :]) == j
                   for j in host.m[1:]], dtype=float)
chi = np.zeros((len(shifts), len(shifts)))
frontier = np.zeros(len(shifts))
dos = 0.0
for e, c, f in zip(host.eps, host.c, host.f):
    elements = c.T @ (shifts @ c)
    slope = f * (1 - f) / TEMP
    gap_ij = e[:, None] - e[None, :]
    close = np.abs(gap_ij) < 1e-7
    ratio = np.where(close, -slope[:, None],
                     (f[:, None] - f[None, :]) / np.where(close, 1, gap_ij))
    flat = elements.reshape(len(shifts), -1)
    chi += 2 / len(host.eps) * (flat * ratio.ravel()) @ flat.T
    frontier += (2 / len(host.eps)
                 * np.einsum("mii,i->m", elements, slope))
    dos += 2 / len(host.eps) * slope.sum()
frontier /= 2 * CELL * dos
chi = chi / (2 * CELL) + 2 * CELL * dos * np.outer(frontier, frontier)
dielectric = np.eye(len(shifts)) - host.w[1:, None] * chi

# First-order slopes: separate self-consistent solutions against formulas.
H = 0.005
energy_slope, pressure_slope, gap_slope = {}, {}, {}
_, edge, _ = bands(CELL, host.v, [0.5])
near = {}
for name in "JAB":
    plus, minus = doped(name, H), doped(name, -H)
    near[name] = (plus, minus)
    source = host.w[1:] * frontier
    if name == "J":
        energy_slope[name] = host.mu
        pressure_slope[name] = -d_da(lambda s: s.mu)
    else:
        site = "AB".index(name)
        energy_slope[name] = host.mu + kappa(host, site)
        pressure_slope[name] = -d_da(lambda s: s.mu + kappa(s, site))
        sign = 1.0 if site == 0 else (-1.0) ** host.m[1:]
        source = source + sign * (host.core - host.w)[1:] / CELL
    dv = np.linalg.solve(dielectric, source)
    if name == "J":
        hartree_cost = 2 * CELL * frontier @ dv
    assert abs((plus.free - minus.free) / (2 * H)
               - energy_slope[name]) < 5e-5
    assert abs((plus.pressure - minus.pressure) / (2 * H)
               - pressure_slope[name]) < 5e-5
    assert np.abs((plus.v - minus.v)[1:] / (2 * H) - dv).max() < 1e-4
    operator = np.tensordot(dv, shifts, axes=1)
    shift = np.einsum("pi,pq,qi->i", edge[0], operator, edge[0])
    gap_slope[name] = shift[1] - shift[0]
    measured = (levels(plus)[1] - levels(minus)[1]) / (2 * H)
    assert abs(measured - gap_slope[name]) < 2e-4

# Background and rigid filling: equal pressure slope, and an energy
# difference of second order given by the screened Hartree cost.
r_plus, r_minus = rigid(H), rigid(-H)
j_plus, j_minus = near["J"]
odd = ((j_plus.pressure - r_plus[1])
       - (j_minus.pressure - r_minus[1])) / (2 * H)
assert abs(odd) < 5e-5
even = ((j_plus.free - r_plus[0]) + (j_minus.free - r_minus[0])) / H**2
assert hartree_cost > 0
assert abs(even / hartree_cost - 1) < 0.01

# Dropping the average of the short-range potential: pressure from
# differences of free energies against the closed expression.
alpha = N_HOST * HEIGHT * WIDTH * np.sqrt(2 * np.pi)


def dope_energy_no_average(a):
    return (doped("J", DOPE, a, keep_average=False).free
            - doped("J", 0.0, a, keep_average=False).free)


dp_no_average = -(dope_energy_no_average(CELL + DA)
                  - dope_energy_no_average(CELL - DA)) / (2 * DA)
dp_j = jel.pressure - host.pressure
assert abs(dp_no_average - dp_j + DOPE * alpha / CELL**2) < 2e-5

# Basis and k-point convergence of the doping pressure.
fine = {"cutoff": 18, "half_k": 36}
dp_fine = (doped("A", DOPE, **fine).pressure
           - doped("J", 0.0, **fine).pressure)
assert abs(dp_fine - final["A"].pressure + host.pressure) < 1e-5


def show(label, value, unit):
    print(f"{label}: {value:.6f} {unit}")


force = constants.physical_constants["atomic unit of force"][0] * 1e9
ev = constants.physical_constants["Hartree energy in eV"][0]
bottom, gap = levels(host)
print(f"Z_A={Z_HOST[0]:g}, Z_B={Z_HOST[1]:g}, N={N_HOST:g}, added={DOPE:g}")
print(f"a={CELL:g}, b={SOFT:g}, u width={WIDTH:g} bohr")
print(f"u height={HEIGHT:g}, temperature kT={TEMP:g} hartree")
show("Host free energy per cell", host.free, "hartree")
show("Host pressure", host.pressure, "hartree/bohr")
show("Host chemical potential", host.mu, "hartree")
show("Host band bottom", bottom, "hartree")
show("Host zone-edge gap", gap, "hartree")
show("kappa_A", kappa(host, 0), "hartree")
show("kappa_B", kappa(host, 1), "hartree")
for name, text in (("J", "J, R"), ("A", "F on A"), ("B", "F on B")):
    show(f"Slope dP/dN, {text}", pressure_slope[name], "hartree/bohr")
for name in "JAB":
    show(f"Slope dgap/dN, {name}", gap_slope[name], "hartree")
show("Screened Hartree cost", hartree_cost, "hartree")
print("Changes for the full added charge (J; F on A; F on B):")
for name in "JAB":
    s = final[name]
    low, g_new = levels(s)
    show(f"{name} free energy", s.free - host.free, "hartree")
    show(f"{name} pressure", s.pressure - host.pressure, "hartree/bohr")
    show(f"{name} chemical potential", s.mu - host.mu, "hartree")
    show(f"{name} band bottom", low - bottom, "hartree")
    show(f"{name} zone-edge gap", g_new - gap, "hartree")
    show(f"{name} potential at A", at_site(s, s.v - host.v, 0), "hartree")
    show(f"{name} potential at B", at_site(s, s.v - host.v, 1), "hartree")
free_r, pressure_r = rigid(DOPE)
show("R free energy", free_r - host.free, "hartree")
show("R pressure", pressure_r - host.pressure, "hartree/bohr")
show("R chemical potential", fill(host.eps, N_HOST + DOPE)[0] - host.mu,
     "hartree")
show("alpha, summed over ions", alpha, "hartree bohr")
show("J pressure, average dropped", dp_no_average, "hartree/bohr")
for name in "JAB":
    dp = (final[name].pressure - host.pressure) * force
    dg = (levels(final[name])[1] - gap) * ev
    print(f"{name} converted: pressure {dp:.3f} nN, gap {dg:.4f} eV")
print(f"R converted: pressure {(pressure_r - host.pressure)*force:.3f} nN")
print("PASS")
```

It prints:

```
Z_A=1, Z_B=2, N=3, added=0.1
a=5, b=0.7, u width=0.4 bohr
u height=0.4, temperature kT=0.02 hartree
Host free energy per cell: -1.590595 hartree
Host pressure: 0.142075 hartree/bohr
Host chemical potential: 0.695349 hartree
Host band bottom: 0.226468 hartree
Host zone-edge gap: 0.147950 hartree
kappa_A: -1.142265 hartree
kappa_B: -1.822329 hartree
Slope dP/dN, J, R: 0.223957 hartree/bohr
Slope dP/dN, F on A: 0.159027 hartree/bohr
Slope dP/dN, F on B: 0.147924 hartree/bohr
Slope dgap/dN, J: 0.035439 hartree
Slope dgap/dN, A: -0.114114 hartree
Slope dgap/dN, B: 0.187604 hartree
Screened Hartree cost: 0.005353 hartree
Changes for the full added charge (J; F on A; F on B):
J free energy: 0.070988 hartree
J pressure: 0.023012 hartree/bohr
J chemical potential: 0.029252 hartree
J band bottom: -0.000618 hartree
J zone-edge gap: 0.003434 hartree
J potential at A: 0.003683 hartree
J potential at B: -0.003023 hartree
A free energy: -0.047208 hartree
A pressure: 0.016560 hartree/bohr
A chemical potential: 0.035179 hartree
A band bottom: 0.010021 hartree
A zone-edge gap: -0.011785 hartree
A potential at A: -0.004115 hartree
A potential at B: 0.017062 hartree
B free energy: -0.114786 hartree
B pressure: 0.015242 hartree/bohr
B chemical potential: 0.039400 hartree
B band bottom: 0.004363 hartree
B zone-edge gap: 0.019017 hartree
B potential at A: 0.024026 hartree
B potential at B: -0.010516 hartree
R free energy: 0.070964 hartree
R pressure: 0.023035 hartree/bohr
R chemical potential: 0.028774 hartree
alpha, summed over ions: 1.203182 hartree bohr
J pressure, average dropped: 0.018200 hartree/bohr
J converted: pressure 1.896 nN, gap 0.0934 eV
A converted: pressure 1.364 nN, gap -0.3207 eV
B converted: pressure 1.256 nN, gap 0.5175 eV
R converted: pressure 1.898 nN
PASS
```
